# Wigner's tunnelling correction: its range and its ten-percent temperature: verification in Python

```python
"""
Result under test: for a smooth one-dimensional barrier the thermal tunnelling
factor kappa (quantum flux / classical flux) has the expansion
    kappa = 1 + (u^2/24) (1 + kT/E_a) + O(hbar^4),   u = hbar*omega/kT,
    1/E_a = V4/(4 m^2 omega^4) + V3^2/(12 m^3 omega^6),
with V3, V4 the third and fourth derivatives at the top, V'' = -m omega^2 there.
Wigner's factor is 1 + u^2/24.  For a parabola kappa = (u/2)/sin(u/2).
The program also finds where Wigner's factor is ten percent below the true kappa.
Example units: Rydberg atomic units (hbar = 1, electron mass = 1/2, Ry, bohr).
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad, simpson, solve_ivp
from scipy.optimize import brentq


def transmission(barrier, left, right, steps, energies, hbar, mass):
    """Numerov solution from a pure outgoing wave on the right; V = 0 at both ends."""
    x = np.linspace(right, left, steps + 1)
    h = (right - left) / steps
    k = np.sqrt(2 * mass * energies) / hbar
    scale = 2 * mass * h**2 / (12 * hbar**2)
    base = 1 + scale * energies
    shift = scale * barrier(x)
    previous = np.ones(len(energies), dtype=complex)
    current = np.exp(-1j * k * h)
    f_previous, f_current = base - shift[0], base - shift[1]
    for n in range(1, steps):
        f_next = base - shift[n + 1]
        following = ((12 - 10 * f_current) * current - f_previous * previous) / f_next
        previous, current = current, following
        f_previous, f_current = f_current, f_next
    incoming = (previous - current * np.exp(-1j * k * h)) / (2j * np.sin(k * h))
    return 1 / np.abs(incoming)**2


def thermal_factor(energies, probability, top, kT):
    """Thermal average; transmission is one above the last energy."""
    weight = np.exp(-(energies - top) / kT)
    return simpson(probability * weight, x=energies) / kT + weight[-1]


def wigner(u):
    return 1 + u**2 / 24


def parabola(u):
    return (u / 2) / np.sin(u / 2)


def top_data(expression, symbol, mass):
    """omega, V3, V4 and 1/E_a from symbolic derivatives at the top, x = 0."""
    d = [float(sp.diff(expression, symbol, n).subs(symbol, 0)) for n in range(1, 5)]
    assert abs(d[0]) < 1e-12 and d[1] < 0
    omega = np.sqrt(-d[1] / mass)
    inverse = d[3] / (4 * mass**2 * omega**4) + d[2]**2 / (12 * mass**3 * omega**6)
    return omega, d[2], d[3], inverse


X = sp.symbols("x", real=True)

# Two asymmetric barriers of height 1 and mass 1: the hbar^2 coefficient
print("Asymmetric test barriers, dimensionless: height 1, mass 1, kT = 0.5")
test_kT = 0.5
beta = 1 / test_kT
for quartic in (0, 1):
    warped = X + sp.Rational(7, 10) * (sp.sqrt(1 + X**2) - 1)
    expression = sp.exp(-warped**2 - quartic * warped**4)
    omega, V3, V4, inverse_Ea = top_data(expression, X, 1.0)
    barrier = sp.lambdify(X, expression, "numpy")
    third = sp.lambdify(X, sp.diff(expression, X, 3), "numpy")

    # contribution of the region left of the top
    grid = np.linspace(-18, 0, 40001)
    squared_momentum = 2 * (1 - barrier(grid))
    bulk = simpson(third(grid) * (beta**2 * squared_momentum - beta), x=grid)
    assert abs(bulk / (beta * omega**2) - 1) < 1e-5

    # contribution of the crossing point, with a narrow Gaussian for delta
    near = np.linspace(-0.1, 0.1, 8001)
    separatrix = np.sign(near) * np.sqrt(np.maximum(2 * (1 - barrier(near)), 0))
    width, s = 0.01, -2 * separatrix
    delta_slope = -s / width**3 * np.exp(-s**2 / (2 * width**2)) / np.sqrt(2 * np.pi)
    corner = simpson(third(near) * delta_slope, x=near)
    corner_formula = V4 / (4 * omega**2) + V3**2 / (12 * omega**4)
    assert abs(corner / corner_formula - 1) < 0.01

    # coefficient from the Schroedinger equation at two small values of hbar
    energies = np.linspace(0.3, 1.8, 401)
    hbars = np.array([0.04, 0.06])
    slopes = []
    for hbar in hbars:
        P = transmission(barrier, -18, 5, 12000, energies, hbar, 1.0)
        slopes.append((thermal_factor(energies, P, 1.0, test_kT) - 1) / hbar**2)
    h2 = hbars**2
    measured = (slopes[0] * h2[1] - slopes[1] * h2[0]) / (h2[1] - h2[0])
    wigner_part = beta**2 * omega**2 / 24
    extra_part = wigner_part * test_kT * inverse_Ea
    # four percent allows for the hbar^6 remainder of the extrapolation
    assert abs((measured - wigner_part) / extra_part - 1) < 0.04
    print(f" barrier {quartic + 1}: V3 = {V3:.3f}, V4 = {V4:.3f}, 1/E_a = {inverse_Ea:.4f}")
    print(f"  hbar^2 coefficient: Schroedinger {measured:.4f}, "
          f"formula {wigner_part + extra_part:.4f}, Wigner alone {wigner_part:.4f}")

# Parabolic barrier: transmission from the wave equation psi'' = -(y^2+2 eps) psi
print("Parabolic barrier, eps = (E-V0)/(hbar omega), dimensionless")
for eps in (-0.3, 0.0, 0.4):
    edge = 12.0
    k = np.sqrt(edge**2 + 2 * eps)
    damping = edge / (2 * k**2)
    psi = 1 / np.sqrt(k) + 0j
    solution = solve_ivp(lambda y, w: [w[1], -(y**2 + 2 * eps) * w[0]], (edge, -edge),
                         [psi, (1j * k - damping) * psi], method="DOP853",
                         rtol=1e-9, atol=1e-11)
    value, slope = solution.y[:, -1]
    incoming = (slope + (1j * k - damping) * value) / (2j * np.sqrt(k))
    numeric = 1 / abs(incoming)**2
    formula = 1 / (1 + np.exp(-2 * np.pi * eps))
    assert abs(numeric - formula) < 3e-4
    print(f" eps = {eps:4.1f}: P wave equation {numeric:.4f}, formula {formula:.4f}")

u10 = brentq(lambda u: wigner(u) / parabola(u) - 0.9, 0.5, 6)
for u in (1.0, u10, 4.5):
    integral = quad(lambda e: u * np.exp(-u * e) / (1 + np.exp(-2 * np.pi * e)),
                    -30, 40, points=[0], limit=300)[0]
    assert abs(integral / parabola(u) - 1) < 1e-6
print(f" ten-percent point: u10 = {u10:.4f}, kT/(hbar omega) = {1 / u10:.4f}")
print(f" there: kappa = {parabola(u10):.4f}, Wigner = {wigner(u10):.4f}")

# Worked example: V0 sech^2(x/a) in Rydberg atomic units
V0, a, mass = 0.04, 1.0, 800.0
k_B = constants.k / constants.value("Rydberg constant times hc in J")
omega, V3, V4, inverse_Ea = top_data(V0 / sp.cosh(X / a)**2, X, mass)
assert abs(inverse_Ea * V0 - 1) < 1e-10


def sech_barrier(x):
    return V0 / np.cosh(x / a)**2


energies = V0 * np.linspace(0.0025, 2.5, 999)
P = transmission(sech_barrier, -12 * a, 12 * a, 8000, energies, 1.0, mass)
# the solver is checked against the closed form known for this barrier
ka = np.sqrt(2 * mass * energies) * a
closed = np.sinh(np.pi * ka)**2
closed = closed / (closed + np.cosh(np.pi / 2 * np.sqrt(8 * mass * V0 * a**2 - 1))**2)
assert np.max(np.abs(P / closed - 1)[energies > 0.2 * V0]) < 2e-3


def true_factor(T):
    return thermal_factor(energies, P, V0, k_B * T)


print("Worked example: V0 sech^2(x/a), Rydberg atomic units")
print(f" V0 = {V0:.3f} Ry, a = {a:.1f} bohr, m = {mass:.0f} (electron mass = 1/2)")
print(f" hbar omega = {omega:.5f} Ry, E_a = {1 / inverse_Ea:.5f} Ry, k = {k_B:.5e} Ry/K")
print(f" parabola diverges at T = {omega / (2 * np.pi * k_B):.1f} K")
print(" T in K; factors: true (numerical), Wigner, full hbar^2, parabola")
for T in (2000, 1000, 500, 300):
    u = omega / (k_B * T)
    full = 1 + u**2 / 24 * (1 + k_B * T * inverse_Ea)
    true = true_factor(T)
    print(f" {T:5d} K: u = {u:.4f}; {true:.4f}, {wigner(u):.4f}, {full:.4f}, "
          f"{parabola(u):.4f}; Wigner error {100 * (wigner(u) / true - 1):.2f} %")
    if T == 2000:
        assert abs(true - full) < 0.25 * abs(true - wigner(u))


def wigner_ratio(T):
    return wigner(omega / (k_B * T)) / true_factor(T)


T10 = brentq(lambda T: wigner_ratio(T) - 0.9, 350, 900)
T10_parabola = omega / (k_B * u10)
ratios = np.array([wigner_ratio(T) for T in np.linspace(300, 3000, 60)])
assert np.all(np.diff(ratios) > 0) and np.all(ratios < 1)
print(f" ten-percent temperature, this barrier: {T10:.1f} K = {k_B * T10:.6f} Ry / k")
print(f" ten-percent temperature, parabola: {T10_parabola:.1f} K = "
      f"{k_B * T10_parabola:.6f} Ry / k")
print(f" kT/V0 at the ten-percent temperature of this barrier: {k_B * T10 / V0:.4f}")

# Higher barriers of the same shape: approach to the parabolic ten-percent point
print("Same shape, other heights: ten-percent point u10 = hbar omega/kT")
reduced = np.linspace(0.0025, 2.5, 999)
for height_ratio in (4, 8, 16):
    hbar = 1 / (height_ratio * np.sqrt(2))
    P_scaled = transmission(lambda x: 1 / np.cosh(x)**2, -12, 12, 12000,
                            reduced, hbar, 1.0)
    point = brentq(lambda u: wigner(u) / thermal_factor(
        reduced, P_scaled, 1.0, 1 / (height_ratio * u)) - 0.9, 2.0, 4.5)
    print(f" V0/(hbar omega) = {height_ratio:2d}: u10 = {point:.4f}")
    if height_ratio == 4:
        assert abs(point * k_B * T10 / omega - 1) < 1e-3
assert abs(point / u10 - 1) < 0.01

print("done: every assertion held")
```

Output:

```
Asymmetric test barriers, dimensionless: height 1, mass 1, kT = 0.5
 barrier 1: V3 = -4.200, V4 = 9.060, 1/E_a = 0.7500
  hbar^2 coefficient: Schroedinger 0.4583, formula 0.4583, Wigner alone 0.3333
 barrier 2: V3 = -4.200, V4 = -14.940, 1/E_a = -0.7500
  hbar^2 coefficient: Schroedinger 0.2083, formula 0.2083, Wigner alone 0.3333
Parabolic barrier, eps = (E-V0)/(hbar omega), dimensionless
 eps = -0.3: P wave equation 0.1318, formula 0.1318
 eps =  0.0: P wave equation 0.5000, formula 0.5000
 eps =  0.4: P wave equation 0.9251, formula 0.9251
 ten-percent point: u10 = 3.1283, kT/(hbar omega) = 0.3197
 there: kappa = 1.5642, Wigner = 1.4078
Worked example: V0 sech^2(x/a), Rydberg atomic units
 V0 = 0.040 Ry, a = 1.0 bohr, m = 800 (electron mass = 1/2)
 hbar omega = 0.01000 Ry, E_a = 0.04000 Ry, k = 6.33362e-06 Ry/K
 parabola diverges at T = 251.3 K
 T in K; factors: true (numerical), Wigner, full hbar^2, parabola
  2000 K: u = 0.7894; 1.0345, 1.0260, 1.0342, 1.0264; Wigner error -0.82 %
  1000 K: u = 1.5789; 1.1268, 1.1039, 1.1203, 1.1120; Wigner error -2.03 %
   500 K: u = 3.1578; 1.5819, 1.4155, 1.4484, 1.5789; Wigner error -10.52 %
   300 K: u = 5.2629; 4.0008, 2.1541, 2.2089, 5.3891; Wigner error -46.16 %
 ten-percent temperature, this barrier: 508.8 K = 0.003222 Ry / k
 ten-percent temperature, parabola: 504.7 K = 0.003197 Ry / k
 kT/V0 at the ten-percent temperature of this barrier: 0.0806
Same shape, other heights: ten-percent point u10 = hbar omega/kT
 V0/(hbar omega) =  4: u10 = 3.1034
 V0/(hbar omega) =  8: u10 = 3.1213
 V0/(hbar omega) = 16: u10 = 3.1261
done: every assertion held
```
